# The Zaremba–Kohn C3 coefficient for a one-pole atom above a metal

## Problem

A neutral, spherically symmetric atom is held at height \(Z\) above a metal that fills the half-space \(z<0\) and is uniform along its surface. The two charge clouds do not overlap, the temperature is zero, and the Coulomb interaction is taken as instantaneous. At large \(Z\) the interaction energy has the form \(E\simeq -C_3/Z^3\).

(a) Express \(C_3\) through the atomic polarizability \(\alpha(i\xi)\) and the dielectric function \(\varepsilon(i\xi)\) of the metal at imaginary frequency.

(b) Evaluate it in closed form for

\[
\alpha(i\xi)=\frac{\alpha_0\omega_0^2}{\omega_0^2+\xi^2},\qquad
\varepsilon(i\xi)=1+\frac{\omega_p^2}{\xi^2},
\]

a one-pole atom and an undamped Drude metal, whose surface plasmon frequency is \(\omega_s=\omega_p/\sqrt2\).

(c) Find the number for the round model values \(\alpha_0=1.5\) Å\(^3\), \(\hbar\omega_0=15\) eV, \(\hbar\omega_p=12\) eV.

Gaussian units are used, so a polarizability is a volume.

## First estimate by scaling

Suppose first that the metal responds much faster than the atom. Second-order perturbation theory gives \(\alpha_0\sim d^2/\hbar\omega_0\), so the atomic dipole fluctuates with \(d^2\sim\hbar\omega_0\alpha_0\). The metal forms an image of this dipole at a distance of order \(Z\), and the energy is \(-d^2/Z^3\sim-\hbar\omega_0\alpha_0/Z^3\).

If the metal is much slower, the roles change. A surface plasmon of wavelength about \(Z\) has zero-point energy of order \(\hbar\omega_s\) in a volume \(Z^3\), hence a fluctuating field \(F^2\sim\hbar\omega_s/Z^3\). It polarizes the atom and gives \(-\alpha_0F^2\sim-\hbar\omega_s\alpha_0/Z^3\).

In both cases the slower partner sets the energy:

\[
C_3\sim\hbar\alpha_0\min(\omega_0,\omega_s).
\]

Here \(\hbar\omega_s=12/\sqrt2=8.485\) eV, and the estimate is \(1.5\times8.485\approx13\) eV Å\(^3\). The numerical factor is unknown at this stage.

## Exact solution of the model

### The interaction

Let \(\mathbf R\) denote the lateral part of \(\mathbf r\), and \(A\) the surface area. For \(z>z'\),

\[
\frac1{|\mathbf r-\mathbf r'|}=\frac1A\sum_{\mathbf q}\frac{2\pi}{q}\,
e^{i\mathbf q\cdot(\mathbf R-\mathbf R')}e^{-q(z-z')} .
\]

With \(\rho\) the charge-density operator of the metal, its potential outside is therefore

\[
\phi(\mathbf r)=\frac1A\sum_{\mathbf q}\frac{2\pi}{q}e^{i\mathbf q\cdot\mathbf R-qz}\rho_{\mathbf q},
\qquad
\rho_{\mathbf q}=\int d^3r'\,\rho(\mathbf r')e^{-i\mathbf q\cdot\mathbf R'+qz'} .
\]

A neutral atom at \(\mathbf R=0\), \(z=Z\) couples to \(\phi\) in lowest order through its dipole operator \(\mathbf d\), with \(V=\mathbf d\cdot\nabla\phi\):

\[
V=\frac1A\sum_{\mathbf q}\frac{2\pi}{q}\,(i\mathbf q\cdot\mathbf d_\parallel-q\,d_z)\,e^{-qZ}\rho_{\mathbf q}.
\]

The metal is taken to be neutral. For \(q\to0\) the kernel is \(2\pi/q-2\pi z+2\pi z'+\dots\). The first two terms multiply the total charge of the metal and vanish. The third gives a potential independent of \(\mathbf r\), which a neutral atom does not feel, so \(q=0\) is left out of the sum.

### Second order

The first-order energy vanishes because \(\langle0|\mathbf d|0\rangle=0\). For the same reason the metal cannot be excited alone. The atom cannot be excited alone either, because a laterally uniform metal has \(\langle0|\rho_{\mathbf q}|0\rangle=0\) for \(q\neq0\). Both partners must be excited, with energies \(E_a\) and \(E_s\):

\[
E=-\sum_{a,s}\frac{|\langle a s|V|00\rangle|^2}{E_a+E_s}.
\]

Different \(\mathbf q\) lead to metal states of different lateral momentum, so they do not interfere. For a spherical atom, the sum over the degenerate states of one level gives \(\sum\langle0|d_i|a\rangle\langle a|d_j|0\rangle=D_a\delta_{ij}\). Then

\[
\sum|\langle a|i\mathbf q\cdot\mathbf d_\parallel-q\,d_z|0\rangle|^2=q^2D_a+q^2D_a=2q^2D_a .
\]

From here on \(a\) labels levels. With \((2\pi/Aq)^2\cdot2q^2=8\pi^2/A^2\),

\[
E=-\frac{8\pi^2}{A^2}\sum_{\mathbf q}e^{-2qZ}\sum_{a,s}\frac{D_a\,|\langle s|\rho_{\mathbf q}|0\rangle|^2}{E_a+E_s}.
\]

### Separating atom and metal

For positive \(a\neq b\), partial fractions give

\[
\int_0^\infty\!\frac{ab\,du}{(a^2+u^2)(b^2+u^2)}
=\frac{ab}{b^2-a^2}\,\frac{\pi}{2}\left(\frac1a-\frac1b\right)=\frac{\pi}{2(a+b)},
\tag{1}
\]

and continuity covers \(a=b\). Setting \(a=E_a\), \(b=E_s\), \(u=\hbar\xi\) turns the denominator into a product of two response functions. For the atom, linear response gives

\[
\alpha(i\xi)=\sum_a\frac{2E_aD_a}{E_a^2+\hbar^2\xi^2}.
\]

For the metal, apply an external potential \(\lambda e^{i\mathbf q\cdot\mathbf R+qz}\). The perturbation is \(\lambda\rho_{\mathbf q}^\dagger\), and it induces

\[
\delta\langle\rho_{\mathbf q}\rangle=-\lambda\sum_s\frac{2E_s|\langle s|\rho_{\mathbf q}|0\rangle|^2}{E_s^2+\hbar^2\xi^2}.
\]

The induced potential outside is \((2\pi/qA)\,\delta\langle\rho_{\mathbf q}\rangle e^{i\mathbf q\cdot\mathbf R-qz}\). Writing it as \(-\lambda g\,e^{i\mathbf q\cdot\mathbf R-qz}\) defines the surface response

\[
g(q,i\xi)=\frac{2\pi}{qA}\sum_s\frac{2E_s|\langle s|\rho_{\mathbf q}|0\rangle|^2}{E_s^2+\hbar^2\xi^2}.
\]

The states \(s\) are those of the interacting metal, so \(g\) contains its screening. An approximation such as the random-phase approximation enters through the response functions.

The two sums needed in \(E\) are \(\alpha/2\) and \(qAg/4\pi\). The prefactor becomes \((8\pi^2/A^2)(2\hbar/\pi)(1/2)(qA/4\pi)=2\hbar q/A\). With \(A^{-1}\sum_{\mathbf q}\to\int_0^\infty q\,dq/2\pi\),

\[
E=-\frac{\hbar}{\pi}\int_0^\infty\!d\xi\,\alpha(i\xi)\int_0^\infty\!dq\,q^2e^{-2qZ}g(q,i\xi).
\tag{2}
\]

### Large distance

The exponential restricts \(q\) to values of order \(1/Z\). At large \(Z\) the potential varies slowly over the thickness of the surface, and the metal may be described by its bulk \(\varepsilon\) with a sharp boundary. The potential is \(e^{qz}-ge^{-qz}\) outside and \(Be^{qz}\) inside. Continuity of the potential and of the normal displacement requires

\[
1-g=B,\qquad 1+g=\varepsilon B
\quad\Rightarrow\quad
g_0(i\xi)=\frac{\varepsilon(i\xi)-1}{\varepsilon(i\xi)+1}.
\]

Since \(\int_0^\infty q^2e^{-2qZ}dq=2/(2Z)^3=1/(4Z^3)\), the answer to (a) is

\[
C_3=\frac{\hbar}{4\pi}\int_0^\infty d\xi\,\alpha(i\xi)\,\frac{\varepsilon(i\xi)-1}{\varepsilon(i\xi)+1}.
\tag{3}
\]

The prefactor can be checked on a dilute solid, where pair energies \(-C_6/r^6\) add. Integrating over a half-space of atomic density \(n\) gives \(C_3=\pi nC_6/6\). The numerical check takes one-pole atoms in the solid with static polarizability 2 Å\(^3\) and pole at 10 eV. It uses \(\varepsilon-1=4\pi n\alpha_b(i\xi)\) in (3), with \(\alpha_b\) their polarizability, and obtains \(C_6=27.0\) eV Å\(^6\) from the zero-point energy of two coupled oscillators. The pair sum and (3) both give \(C_3/n=14.14\) eV Å\(^6\).

### The closed form

For the Drude metal,

\[
g_0=\frac{\omega_p^2/\xi^2}{2+\omega_p^2/\xi^2}=\frac{\omega_p^2}{2\xi^2+\omega_p^2}=\frac{\omega_s^2}{\omega_s^2+\xi^2}.
\]

The integral in (3) is \(\alpha_0\omega_0\omega_s\) times (1) with \(a=\omega_0\), \(b=\omega_s\). Thus

\[
C_3=\frac{\hbar\alpha_0}{4\pi}\,\frac{\pi\,\omega_0\omega_s}{2(\omega_0+\omega_s)}
=\frac{\hbar\alpha_0}{8}\,\frac{\omega_0\omega_s}{\omega_0+\omega_s}.
\tag{4}
\]

For the model values,

\[
C_3=\frac{1.5\times15\times8.485}{8\times(15+8.485)}\ \text{eV Å}^3=1.016\ \text{eV Å}^3=0.252\ \text{hartree bohr}^3 .
\]

For \(\omega_s\to\infty\) the metal is a perfect mirror and \(C_3\to\hbar\alpha_0\omega_0/8\), here 2.81 eV Å\(^3\). A one-pole atom has \(\alpha_0=2D/\hbar\omega_0\), so \(\langle d^2\rangle=3D=\tfrac32\hbar\omega_0\alpha_0\), and this limit equals \(\langle d^2\rangle/12\). The Drude metal of the model reaches the fraction \(\omega_s/(\omega_0+\omega_s)=0.361\) of it. For \(\omega_s\ll\omega_0\), \(C_3\to\hbar\alpha_0\omega_s/8\), and the atom enters through its static polarizability alone.

## Comparison

Dividing the estimate by (4), with \(\omega_<\) and \(\omega_>\) the smaller and larger of the two frequencies, gives

\[
\frac{\hbar\alpha_0\omega_<}{C_3}=8\left(1+\frac{\omega_<}{\omega_>}\right).
\]

Scaling finds the dependence on \(\alpha_0\), the power of \(Z\) and both frequency limits. It is too large by a factor between 8 and 16, here about 12.5. The 8 combines \(1/4\pi\) in (3) with \(\pi/2\) from the frequency integral. The remaining factor arises because the minimum is replaced by \(\omega_0\omega_s/(\omega_0+\omega_s)\), which is half the minimum when the frequencies are equal.

## Where the result fails

**Damping.** With \(\varepsilon=1+\omega_p^2/[\xi(\xi+\gamma)]\) the response is \(g_0=\omega_s^2/(\omega_s^2+\xi^2+\gamma\xi)\), which is smaller at every \(\xi>0\). Equation (3) still holds, and for this damped Drude metal (4) is an upper bound. For \(\hbar\gamma=0.5\) eV, \(C_3\) falls by 2.0 percent to 0.996 eV Å\(^3\).

**Bound electrons.** Interband transitions add a positive term to \(\varepsilon(i\xi)\), which raises \(g_0\) and hence \(C_3\), so (4) is no bound for a metal that has them. Adding \(\omega_p^2/(\omega_b^2+\xi^2)\) with \(\hbar\omega_b=20\) eV to the Drude function raises \(C_3\) by 8 percent to 1.098 eV Å\(^3\). For such metals (3) must be used with the full \(\varepsilon(i\xi)\).

**Short distance.** The next term in \(g\) depends on the surface: on the density profile and, at the same order in \(q\), on the nonlocal response of the electrons. Write \(g=g_0(1+2qD+\dots)\), where \(D(i\xi)\) is a length, unrelated to the \(D_a\) above. Since \(\int_0^\infty q^3e^{-2qZ}dq=3/(8Z^4)\), equation (2) gives

\[
E=-\frac{C_3}{Z^3}-\frac{3C_3Z_0}{Z^4}-\dots,\qquad
Z_0=\frac{\hbar}{4\pi C_3}\int_0^\infty d\xi\,\alpha g_0D .
\]

To this order \(E=-C_3/(Z-Z_0)^3\): the profile moves the plane from which distance is measured and leaves \(C_3\) unchanged.

To find \(D\) in a local model, let \(\varepsilon(z)\) go from the bulk value \(\varepsilon_b\) at \(z=-w\) to 1 at \(z=w\). The equation \((\varepsilon\phi')'=q^2\varepsilon\phi\) gives, for \(Y=\varepsilon\phi'/(q\phi)\),

\[
Y'=q\left(\varepsilon-\frac{Y^2}{\varepsilon}\right),\qquad Y(-w)=\varepsilon_b,
\]

so to first order in \(q\), \(Y(w)=\varepsilon_b+q\int_{-w}^{w}(\varepsilon-\varepsilon_b^2/\varepsilon)\,dz\). The outside potential gives \(g=e^{2qw}(Y-1)/(Y+1)\) at \(z=w\). The logarithmic derivative of \((Y-1)/(Y+1)\) is \(2/(Y^2-1)\), hence

\[
D=w+\frac1{\varepsilon_b^2-1}\int_{-w}^{w}\left(\varepsilon-\frac{\varepsilon_b^2}{\varepsilon}\right)dz .
\]

For an electron density that falls linearly to zero between \(z=-1\) Å and \(z=1\) Å, \(Z_0=0.52\) Å. The energies in meV are:

| \(Z\) (Å) | \(-C_3/Z^3\) | \(-C_3/(Z-Z_0)^3\) | equation (2) |
|---|---|---|---|
| 5 | −8.13 | −11.29 | −12.03 |
| 10 | −1.016 | −1.192 | −1.210 |
| 20 | −0.127 | −0.137 | −0.138 |

Relative to (2) for this graded surface, the bare \(Z^{-3}\) law is too weak by 32 percent at 5 Å and by 8 percent at 20 Å. With the shifted plane the error at 5 Å is 6 percent. The last column still omits overlap, higher atomic multipoles and nonlocal response of the metal. The last omission is not small: a sharp hard-wall surface in the hydrodynamic model, with the same \(\omega_p\) and \(\beta^2=\tfrac35v_F^2\), has the same \(C_3\) but \(Z_0\approx-0.5\) Å. The sign and size of \(Z_0\) in the table therefore belong to the local ramp and are not an estimate for a real surface.

**Higher orders in \(V\).** If the atom is an oscillator coupled to the plasmons of a sharp surface, the zero-point energy can be found by diagonalization. At 5 Å it exceeds the second-order energy in magnitude by 0.07 percent, so in this model the surface profile matters far more.

**Retardation.** The instantaneous interaction requires \(Z\) to be small compared with \(c/\omega_0=132\) Å and \(c/\omega_s=233\) Å. At distances comparable with these lengths, (3) no longer describes the energy.

## Table of computed values

```
alpha0 = 1.50 A^3
hbar w0 = 15.00 eV
hbar wp = 12.00 eV
hbar ws = 8.4853 eV
C3 closed form = 1.01616 eV A^3
C3 quadrature = 1.01616 eV A^3
C3 closed form = 0.25200 hartree bohr^3
C3 from coupled oscillators, Z=50 A = 1.01616 eV A^3
C3 perfect mirror = 2.81250 eV A^3
C3 / mirror value = 0.3613
damping hbar gamma = 0.50 eV
C3 with damping = 0.99628 eV A^3
change by damping = -1.96 percent
c/w0 = 131.6 A
c/ws = 232.6 A
graded surface: half width = 1.00 A
response at hbar xi = 5.0 eV, sharp: g = 0.74227
  graded, q = 0.00001 1/A: g = 0.74228
  graded, q = 0.10000 1/A: g = 0.82181
  graded, q = 0.50000 1/A: g = 1.30536
Z0 from profile formula = 0.5183 A
Z0 from energy at Z=400 A = 0.5195 A
Z = 5.0 A, energies in meV:
  -C3/Z^3 = -8.1293
  -C3/(Z-Z0)^3 = -11.2887
  graded surface, full q = -12.0273
Z = 10.0 A, energies in meV:
  -C3/Z^3 = -1.0162
  -C3/(Z-Z0)^3 = -1.1921
  graded surface, full q = -1.2102
Z = 20.0 A, energies in meV:
  -C3/Z^3 = -0.1270
  -C3/(Z-Z0)^3 = -0.1374
  graded surface, full q = -0.1379
all orders, sharp, Z=5 A = -8.1349 meV
all orders / second order = 1.00069
dilute test: C6 = 27.0000 eV A^6
dilute test: C3/n from pair sum = 14.1372 eV A^6
dilute test: C3/n from formula = 14.1372 eV A^6
```
